# Resistance of a Right-Angle Bend Between Equal-Width Strips: test program

```python
"""
Result under test: two long strips of equal width w joined at a sharp right angle
have R/R_s = (L1 + L2)/w + c, with c = 1 - 2 ln(2)/pi.
R_s: sheet resistance; L1, L2: arm lengths outside the corner square.
Geometry (w = 1): inner corner at z = 0, outer corner at z = -1 + i,
one arm runs to +x (0 < y < 1), the other to -y (-1 < x < 0).
t: upper-half-plane variable; s = sqrt((t-1)/(t+1)).
W = ln(t)/pi: complex potential for unit current and unit sheet resistance.
alpha, beta: angles in t cut off at the inner and outer wall to round the corners.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

pi = np.pi
corner = 1 - 2*np.log(2)/pi


def position(t):
    s = np.sqrt((t - 1)/(t + 1))
    return 2/pi*(np.arctanh(s) - np.arctan(s))


def invert_map(z, s):
    """Newton solution for s at the point z, from a nearby starting value."""
    for _ in range(60):
        error = 2/pi*(np.arctanh(s) - np.arctan(s)) - z
        step = error*pi*(1 - s**4)/(4*s**2)
        s = s - step
        if abs(step) < 1e-13*abs(s):
            break
    assert abs(2/pi*(np.arctanh(s) - np.arctan(s)) - z) < 1e-10
    return s


def potential(s):
    return np.log(abs((1 + s*s)/(1 - s*s)))/pi


# The integrated map against direct quadrature of its derivative.
for target in (3 + 2j, -2 + 0.7j, 0.2 + 0.4j):
    def integrand(u):
        t = 1 + (target - 1)*u*u
        return np.sqrt((t - 1)/(t + 1))/(pi*t)*(target - 1)*2*u
    numeric = (quad(lambda u: integrand(u).real, 0, 1)[0]
               + 1j*quad(lambda u: integrand(u).imag, 0, 1)[0])
    assert abs(numeric - position(target)) < 1e-7

# Corner separation and the straight diagonal equipotential.
separation = quad(lambda a: np.sqrt(np.tan(a/2)), 0, pi)[0]/pi
assert abs(separation - np.sqrt(2)) < 1e-6
for angle in (0.3, 1.5, 2.8):
    assert abs(np.angle(position(np.exp(1j*angle))) - 3*pi/4) < 1e-10


def finite_sharp_bend(arm, terms=60):
    """Laplace solution without the map: corner functions on half the bend.
    They vanish on the diagonal and carry no current through the inner edge.
    Boundary least squares sets the electrode and the outer edge."""
    power = 2/3*(2*np.arange(terms) + 1)
    radius = max(np.sqrt(2), np.hypot(arm, 1))

    def nodes(m):
        return 0.5*(1 - np.cos(pi*(np.arange(m) + 0.5)/m))
    electrode = arm + 1j*nodes(160)
    outer = -1 + (arm + 1)*nodes(240) + 1j
    upper = ((electrode[:, None]/radius)**power).real
    lower = ((outer[:, None]/radius)**power).imag
    matrix = np.vstack([np.hstack([upper, np.zeros((160, 1))]),
                        np.hstack([lower, -np.ones((240, 1))])])
    rhs = np.concatenate([np.ones(160), np.zeros(240)])
    solution = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    residual = np.max(abs(matrix @ solution - rhs))
    current = solution[-1]
    strength = solution[0]/radius**(2/3)/current
    return 2/current, strength, residual


def arm_correction(arm):
    """Change of the count caused by one straight electrode at this arm length."""
    return -4/pi*np.exp(-pi)*np.exp(-2*pi*arm)


bend_results = []
for arm in (1.0, 1.25):
    squares, strength, residual = finite_sharp_bend(arm)
    assert residual < 1e-6
    shift = squares - 2*arm - corner
    assert abs(shift/(2*arm_correction(arm)) - 1) < 0.03
    bend_results.append((arm, squares, shift, 2*arm_correction(arm)))
singular = 1.5*(4/(3*pi))**(1/3)
assert abs(strength/singular - 1) < 1e-3

# Dissipation in the corner square, from the face x = 0 between square and arm.
count = 800
face_mean = 0.0
half_square = 0.0
s = None
for u in (np.arange(count) + 0.5)/count:
    y = u**3
    guess = (3*pi*1j*y/4)**(1/3) if y < 0.05 else s
    s = invert_map(1j*y, guess)
    weight = 3*u*u/count
    face_mean += potential(s)*weight
    half_square += potential(s)*(1/s).real*weight
assert abs(face_mean - corner/2) < 1e-4
square_heat = 2*half_square
assert 0 < square_heat < corner


def near_heat(r):
    return 9*pi/8*(4/(3*pi))**(2/3)*r**(4/3)


# Near-corner dissipation from the full flow on a small arc.
r_test = 0.03
angles = (np.arange(400) + 0.5)*1.5*pi/400
numeric = 0.0
for a in angles:
    s = invert_map(r_test*np.exp(1j*a),
                   (3*pi*r_test/4)**(1/3)*np.exp(1j*a/3))
    numeric += potential(s)*(np.exp(1j*a)/s).real*r_test*1.5*pi/400
assert abs(numeric/near_heat(r_test) - 1) < 0.005


def rounded_corner(alpha, beta):
    return (pi - 2*np.log(2) - 2*alpha)/(pi - alpha - beta)


def network_squares(alpha, beta, arm=1.5, per_width=60):
    """Finite-volume resistor network between two streamline-shaped walls."""
    h = 1/per_width
    n = round((1 + arm)*per_width)
    rho = np.exp(np.linspace(-9, 9, 8001))
    inner = position(rho*np.exp(1j*alpha))
    outer = position(rho*np.exp(1j*(pi - beta)))
    xf = -1 + h*np.arange(n + 1)
    yf = -arm + h*np.arange(n + 1)
    y_in = np.interp(xf, inner.real, inner.imag)[:, None]
    y_out = np.interp(xf, outer.real, outer.imag)[:, None]
    x_in = np.interp(yf, inner.imag, inner.real)[None, :]
    x_out = np.interp(yf, outer.imag, outer.real)[None, :]
    gx = np.clip((np.minimum(yf[None, 1:], y_out)
                  - np.maximum(yf[None, :-1], y_in))/h, 0, 1)
    gy = np.clip((np.minimum(xf[1:, None], x_in)
                  - np.maximum(xf[:-1, None], x_out))/h, 0, 1)
    index = np.arange(n*n).reshape(n, n)
    first = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    second = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    link = np.concatenate([gx[1:n].ravel(), gy[:, 1:n].ravel()])
    diagonal = (np.bincount(first, link, n*n)
                + np.bincount(second, link, n*n))
    source = np.zeros(n*n)
    source[index[-1]] = 2*gx[n]
    diagonal += source
    diagonal[index[:, 0]] += 2*gy[:, 0]
    everyone = np.arange(n*n)
    matrix = coo_matrix((np.concatenate([diagonal, -link, -link]),
                         (np.concatenate([everyone, first, second]),
                          np.concatenate([everyone, second, first]))),
                        shape=(n*n, n*n)).tocsr()
    active = np.flatnonzero(diagonal > 1e-9)
    voltage = np.zeros(n*n)
    voltage[active] = spsolve(matrix[active][:, active].tocsc(), source[active])
    return 1/np.sum(source*(1 - voltage))


alpha_test, beta_test, arm_test = 0.6, 0.3, 1.5
width_test = 1 - (alpha_test + beta_test)/pi
network_corner = (network_squares(alpha_test, beta_test, arm_test)
                  - 2*(arm_test + alpha_test/pi)/width_test)
# Finite cells at a curved wall limit the network to about this accuracy.
assert abs(network_corner - rounded_corner(alpha_test, beta_test)) < 0.015


def apex_radius(alpha):
    return 2/pi*np.sin(alpha)*np.sqrt(np.tan(alpha/2))


points = position(np.exp(np.array([-1e-3, 0, 1e-3]) + 1j*alpha_test))
sides = [abs(points[1] - points[0]), abs(points[2] - points[1]),
         abs(points[2] - points[0])]
chord1, chord2 = points[1] - points[0], points[2] - points[0]
twice_area = abs((np.conj(chord1)*chord2).imag)
assert abs(np.prod(sides)/(2*twice_area)/apex_radius(alpha_test) - 1) < 1e-3

# Aluminium meander: rough typical material values and chosen dimensions.
width, thickness = 500.0, 400.0             # nm
leg, link_length = 5000.0, 1000.0           # nm, outside corner squares
legs, turns = 21, 20
bends = 2*turns
resistivity = 2.7                           # microohm cm, rough, near 300 K
free_path = 15.0                            # nm, rough
sheet = resistivity*1e-8/(thickness*1e-9)   # ohm
straight = legs*leg + turns*link_length
total = straight/width + bends*corner
naive = straight/width + bends

# Neglected effects, sized for this meander.
recess = 20.0                               # nm, at each kind of corner


def inner_gap(a):
    return (np.sqrt(2)*a/pi - abs(position(np.exp(1j*a))))/(1 - a/pi)


def outer_gap(b):
    wall = abs(position(np.exp(1j*(pi - b))))
    return (np.sqrt(2)*(1 - b/pi) - wall)/(1 - b/pi)


alpha = brentq(lambda a: inner_gap(a) - recess/width, 1e-6, 0.5)
beta = brentq(lambda b: outer_gap(b) - recess/width, 1e-7, 0.1)
inner_change = rounded_corner(alpha, 0) - corner
outer_change = rounded_corner(0, beta) - corner
radius = apex_radius(alpha)/(1 - alpha/pi)*width
apex_crowding = 1/np.sqrt(np.tan(alpha/2))
bias = 5.0                                  # nm, width lost, centreline fixed
biased = ((straight + (legs + turns)*bias)/(width - bias) + bends*corner)
interaction = bends*arm_correction(link_length/2/width)
path_heat = near_heat(free_path/width)
path_crowding = (4*width/(3*pi*free_path))**(1/3)

# Thick-film surface-scattering law against the full diffuse film integral.
kappa = thickness/free_path
loss = 1.5/kappa*quad(lambda c: (c - c**3)*(1 - np.exp(-kappa/c)), 0, 1)[0]
assert abs((1/(1 - loss) - 1)/(3/(8*kappa)) - 1) < 0.03
surface = 3*free_path/8*(1/width + 1/thickness)
temperature_coefficient = 0.004             # per K, rough
hot = temperature_coefficient*(373 - 300)
density = 0.5                               # MA/cm2
oxide, oxide_conductivity = 1000.0, 1.4     # nm, W/(m K), rough
heating = (resistivity*1e-8*(density*1e10)**2*thickness*1e-9
           * oxide*1e-9/oxide_conductivity)

print(f"Corner excess c: {corner:.6f} squares")
print(f"Heat inside corner square: {square_heat:.4f} squares")
print(f"Extra heat in both arms: {corner - square_heat:.4f} squares")
print(f"Mean potential on square face: {face_mean:.5f} squares")
for arm, squares, shift, predicted in bend_results:
    print(f"Finite bend, L/w = {arm:.2f}: {squares:.6f} squares")
    print(f"  shift from long-arm law: {shift:.3e} squares")
    print(f"  predicted shift: {predicted:.3e} squares")
print(f"Corner field strength, solver: {strength:.5f} (w = 1)")
print(f"Corner field strength, formula: {singular:.5f} (w = 1)")
print(f"Rounded test: alpha {alpha_test:.2f}, beta {beta_test:.2f} rad")
print(f"  excess from network: {network_corner:.4f} squares")
print(f"  excess from formula: "
      f"{rounded_corner(alpha_test, beta_test):.4f} squares")
print(f"Al line width: {width:.0f} nm; thickness: {thickness:.0f} nm")
print(f"Leg: {leg/1000:.1f} um; link: {link_length/1000:.1f} um")
print(f"Legs: {legs}; U-turns: {turns}; bends: {bends}")
print(f"Resistivity (rough): {resistivity:.1f} uOhm cm")
print(f"Sheet resistance: {sheet:.4f} ohm")
print(f"Straight parts: {straight/width:.2f} squares")
print(f"All corners: {bends*corner:.2f} squares")
print(f"Total with c: {total:.2f} squares")
print(f"Total with full corner squares: {naive:.2f} squares")
print(f"Resistance with c: {total*sheet:.3f} ohm")
print(f"Resistance with full squares: {naive*sheet:.3f} ohm")
print(f"Overestimate by full squares: {100*(naive/total - 1):.2f} %")
print(f"Corner recess assumed: {recess:.0f} nm")
print(f"Inner rounding: alpha {alpha:.4f} rad, apex radius {radius:.1f} nm")
print(f"  change per bend: {inner_change:.4f} squares")
print(f"  change in meander: {bends*inner_change:.2f} squares")
print(f"  apex current density / far value: {apex_crowding:.2f}")
print(f"Outer rounding: beta {beta:.5f} rad")
print(f"  change per bend: {outer_change:.5f} squares")
print(f"Width loss {bias:.0f} nm: {biased - total:.2f} squares in meander")
print(f"Bend interaction in meander: {interaction:.4f} squares")
print(f"Mean free path (rough): {free_path:.0f} nm")
print(f"  heat within it of a corner: {path_heat:.4f} squares")
print(f"  sharp-corner crowding at that radius: {path_crowding:.2f}")
print(f"Diffuse surface scattering: {100*surface:.2f} % of R_s")
print(f"Temperature coefficient (rough): {temperature_coefficient:.3f} /K")
print(f"Use at 373 K instead of 300 K: {100*hot:.1f} % of R_s")
print(f"Current density assumed: {density:.1f} MA/cm2")
print(f"Oxide: {oxide:.0f} nm, {oxide_conductivity:.1f} W/(m K) (rough)")
print(f"Self-heating, one-dimensional: {heating:.3f} K")
print("OK")
```

Printed output:

```
Corner excess c: 0.558729 squares
Heat inside corner square: 0.4814 squares
Extra heat in both arms: 0.0774 squares
Mean potential on square face: 0.27936 squares
Finite bend, L/w = 1.00: 2.558523 squares
  shift from long-arm law: -2.057e-04 squares
  predicted shift: -2.055e-04 squares
Finite bend, L/w = 1.25: 3.058686 squares
  shift from long-arm law: -4.273e-05 squares
  predicted shift: -4.272e-05 squares
Corner field strength, solver: 1.12740 (w = 1)
Corner field strength, formula: 1.12725 (w = 1)
Rounded test: alpha 0.60, beta 0.30 rad
  excess from network: 0.2481 squares
  excess from formula: 0.2477 squares
Al line width: 500 nm; thickness: 400 nm
Leg: 5.0 um; link: 1.0 um
Legs: 21; U-turns: 20; bends: 40
Resistivity (rough): 2.7 uOhm cm
Sheet resistance: 0.0675 ohm
Straight parts: 250.00 squares
All corners: 22.35 squares
Total with c: 272.35 squares
Total with full corner squares: 290.00 squares
Resistance with c: 18.384 ohm
Resistance with full squares: 19.575 ohm
Overestimate by full squares: 6.48 %
Corner recess assumed: 20 nm
Inner rounding: alpha 0.0961 rad, apex radius 6.9 nm
  change per bend: -0.0455 squares
  change in meander: -1.82 squares
  apex current density / far value: 4.56
Outer rounding: beta 0.00206 rad
  change per bend: 0.00037 squares
Width loss 5 nm: 2.94 squares in meander
Bend interaction in meander: -0.0041 squares
Mean free path (rough): 15 nm
  heat within it of a corner: 0.0186 squares
  sharp-corner crowding at that radius: 2.42
Diffuse surface scattering: 2.53 % of R_s
Temperature coefficient (rough): 0.004 /K
Use at 373 K instead of 300 K: 29.2 % of R_s
Current density assumed: 0.5 MA/cm2
Oxide: 1000 nm, 1.4 W/(m K) (rough)
Self-heating, one-dimensional: 0.193 K
OK
```
